**A mask applied at every time step, tested as an absorbing potential**

Multiplying a wave function by a mask $M$ after each step $\Delta t$ is a split-operator step for $H-iW$, with $W=-\ln(M)/\Delta t$ in atomic units. The program studies $M=\cos^{1/8}(\pi s/2)$, where $s$ is the fractional depth in a layer of width $L$ before a hard wall. It asserts the layer average of $-\ln M$, the quadratic onset of $W$, and the order of the one-step error at fixed $W$ and at fixed $M$. It propagates a packet with seven time steps and asserts that each surviving norm agrees within 5% with stationary scattering from $-iW$, averaged over the packet's momenta. The output shows the least survival, 0.3%, at $\Delta t=1$ and a rise to 42% at $\Delta t=0.001$. With the rescaled mask $M^{\Delta t/0.5}$ the survival stays at 0.38% for the smaller steps tried, and the program asserts agreement with the reference step within 5%. Three limiting formulas, for the wall echo, the onset reflection and the mirror limit, are asserted against numerical solutions of the stationary equation, each at one set of parameters in its own regime.

## Verification by program

```python
"""
Result under test: multiplying a wave function by a mask M after every time
step dt is a split-operator step for H - iW with W = -ln(M)/dt, so a fixed
mask is an absorber whose strength depends on dt.
Mask: M = cos^(1/8)(pi*s/2), s = depth/L, in a layer of width L before a hard
wall. Atomic units (hbar = electron mass = 1).
Symbols: u = distance from the wall, g = -ln M, k = momentum,
R = reflected probability, a = curvature coefficient of W = a*depth^2 at onset.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.special import gamma

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def minus_log_mask(u, width):
    """g = -ln M as a function of the distance u from the wall."""
    inside = np.minimum(u, width)
    return -np.log(np.sin(np.pi * inside / (2 * width))) / 8


def sine_grid(intervals, length):
    """Interior points, sine transform and momenta of a hard-wall box."""
    j = np.arange(1, intervals)
    transform = np.sqrt(2 / intervals) * np.sin(np.pi * np.outer(j, j) / intervals)
    return j * length / intervals, transform, np.pi * j / length


def stationary_reflection(k, width, dt):
    """R(k) for the continuous potential -iW, integrated from the wall."""
    k = np.atleast_1d(np.asarray(k, dtype=float))
    n = len(k)

    def rhs(u, y):
        w = minus_log_mask(u, width) / dt
        return np.concatenate([y[n:], -(k**2 + 2j * w) * y[:n]])

    u0 = 1e-9
    start = np.concatenate([np.full(n, u0), np.ones(n)]).astype(complex)
    sol = solve_ivp(rhs, (u0, width), start, method="DOP853",
                    rtol=1e-10, atol=1e-30)
    assert sol.success
    psi, slope = sol.y[:n, -1], -sol.y[n:, -1]
    incoming = psi + slope / (1j * k)
    reflected = psi - slope / (1j * k)
    return np.abs(reflected / incoming) ** 2


# ---- The mask and its potential ------------------------------------------
L = 10.0
dt_table = 0.1
print(f"mask width L = {L:.1f} bohr; table for dt = {dt_table} a.u. of time")
for s in (0.1, 0.25, 0.5, 0.75, 0.9):
    g = minus_log_mask(L * (1 - s), L)
    print(f"s = {s:4.2f}: M = {np.exp(-g):.5f}, W = {g / dt_table:.5f} hartree")
w_mid = minus_log_mask(L / 2, L) / dt_table
print(f"W at mid-layer = {w_mid * HARTREE_EV:.3f} eV")
mean_g = quad(lambda s: -np.log(np.cos(np.pi * s / 2) ** 0.125), 0, 1)[0]
assert abs(mean_g - np.log(2) / 8) < 1e-7
print(f"layer average of -ln M = {mean_g:.6f} (quadrature)")
s_small = 0.01
onset_ratio = minus_log_mask(L * (1 - s_small), L) / (np.pi**2 * s_small**2 / 64)
assert abs(onset_ratio - 1) < 1e-3

# ---- Error of one masked step against the full exponential ---------------
x, S, p = sine_grid(120, 30.0)
kinetic = (S * (p**2 / 2)) @ S
g_small = minus_log_mask(30.0 - x, L)
packet = np.exp(-(x - 24.0) ** 2 / 2 + 0.5j * x)
packet /= np.linalg.norm(packet)


def one_step_error(dt, damping):
    masked = np.exp(-damping) * (S @ (np.exp(-0.5j * p**2 * dt) * (S @ packet)))
    full = expm(-1j * dt * kinetic - np.diag(damping)) @ packet
    return np.linalg.norm(masked - full)


h = 0.01
fixed_w = [one_step_error(d, g_small * d / 0.1) for d in (h, h / 2)]
fixed_m = [one_step_error(d, g_small) for d in (h, h / 2)]
ratio_w, ratio_m = fixed_w[0] / fixed_w[1], fixed_m[0] / fixed_m[1]
print(f"one-step error ratio, dt {h} to {h / 2}: fixed W {ratio_w:.3f},"
      f" fixed M {ratio_m:.3f}")
assert abs(ratio_w - 4) < 0.15
assert abs(ratio_m - 2) < 0.10

# ---- Packet propagation with the same mask and different steps -----------
box, total_time = 160.0, 360.0
k0, sigma, x_start = 0.5, 15.0, 75.0
x, S, p = sine_grid(400, box)
g_grid = minus_log_mask(box - x, L)
psi0 = np.exp(-(x - x_start) ** 2 / (4 * sigma**2) + 1j * k0 * x)
psi0 /= np.linalg.norm(psi0)


def survival(dt, damping):
    """Norm left after total_time; powers of the step by repeated squaring."""
    step = np.exp(-damping)[:, None] * ((S * np.exp(-0.5j * p**2 * dt)) @ S)
    count, psi = int(round(total_time / dt)), psi0.copy()
    while count:
        if count & 1:
            psi = step @ psi
        count >>= 1
        if count:
            step = step @ step
    return np.linalg.norm(psi) ** 2


sigma_k = 1 / (2 * sigma)
k_nodes = k0 + sigma_k * np.linspace(-6, 6, 61)
weights = np.exp(-((k_nodes - k0) ** 2) / (2 * sigma_k**2))
weights /= weights.sum()

print(f"box {box:.0f} bohr, grid spacing {x[1] - x[0]:.2f} bohr,"
      f" run time {total_time:.0f} a.u.")
print(f"packet: k0 = {k0} a.u., spread {sigma:.0f} bohr, start {x_start:.0f} bohr,"
      f" energy k0^2/2 = {k0**2 / 2:.4f} hartree")
steps = (2.0, 1.0, 0.5, 0.2, 0.1, 0.01, 0.001)
survivals = []
for dt in steps:
    masked = survival(dt, g_grid)
    predicted = weights @ stationary_reflection(k_nodes, L, dt)
    survivals.append(masked)
    print(f"dt = {dt:5.3f} a.u.: mid-layer W = {np.log(2) / 16 / dt:9.5f} hartree,"
          f" survival masked {masked:.4e}, from -iW {predicted:.4e}")
    # 5 percent covers the finite-step splitting error at the largest dt
    assert abs(masked / predicted - 1) < 0.05
best = int(np.argmin(survivals))
assert 0 < best < len(steps) - 1
print(f"least survival among these steps at dt = {steps[best]} a.u.")

# ---- Rescaled mask: absorber independent of the step ---------------------
dt_ref = 0.5
reference = survival(dt_ref, g_grid)
for dt in (0.1, 0.01):
    rescaled = survival(dt, g_grid * dt / dt_ref)
    print(f"mask^(dt/{dt_ref}), dt = {dt} a.u.: survival {rescaled:.4e}")
    assert abs(rescaled / reference - 1) < 0.05

# ---- Limiting formulas against the stationary solution -------------------
k, dt = 10.0, 0.1
numeric = stationary_reflection(k, L, dt)[0]
path_only = 2 ** (-L / (2 * k * dt))
with_wall = path_only * np.exp(np.pi / (8 * k**2 * dt))
print(f"wall echo, k = {k:.0f} a.u., L = {L:.0f} bohr, dt = {dt} a.u.:"
      f" R = {numeric:.5f}")
print(f"  path formula {path_only:.5f}, with standing wave {with_wall:.5f}")
assert abs(numeric / with_wall - 1) < 0.02

k, wide, dt = 1.0, 40.0, 0.1
numeric = stationary_reflection(k, wide, dt)[0]
born = (np.pi**2 / (256 * wide**2 * k**4 * dt)) ** 2
print(f"onset reflection, k = {k:.0f} a.u., L = {wide:.0f} bohr, dt = {dt} a.u.:"
      f" R = {numeric:.4e}, Born {born:.4e}")
assert abs(numeric / born - 1) < 0.05

k, dt = 0.01, 0.001
absorbed = 1 - stationary_reflection(k, L, dt)[0]
two_a = np.pi**2 / (32 * L**2 * dt)
log_slope = 2 * two_a**0.25 * gamma(0.75) / gamma(0.25)
limit = 4 * k * np.sin(np.pi / 8) / log_slope
print(f"mirror limit, k = {k} a.u., L = {L:.0f} bohr, dt = {dt} a.u.:"
      f" 1-R = {absorbed:.5f}, formula {limit:.5f}")
assert abs(absorbed / limit - 1) < 0.02

print("tests ok")
```

Output:

```
mask width L = 10.0 bohr; table for dt = 0.1 a.u. of time
s = 0.10: M = 0.99845, W = 0.01549 hartree
s = 0.25: M = 0.99015, W = 0.09897 hartree
s = 0.50: M = 0.95760, W = 0.43322 hartree
s = 0.75: M = 0.88686, W = 1.20068 hartree
s = 0.90: M = 0.79303, W = 2.31890 hartree
W at mid-layer = 11.788 eV
layer average of -ln M = 0.086643 (quadrature)
one-step error ratio, dt 0.01 to 0.005: fixed W 3.998, fixed M 2.002
box 160 bohr, grid spacing 0.40 bohr, run time 360 a.u.
packet: k0 = 0.5 a.u., spread 15 bohr, start 75 bohr, energy k0^2/2 = 0.1250 hartree
dt = 2.000 a.u.: mid-layer W =   0.02166 hartree, survival masked 6.3637e-02, from -iW 6.3517e-02
dt = 1.000 a.u.: mid-layer W =   0.04332 hartree, survival masked 3.0245e-03, from -iW 3.0095e-03
dt = 0.500 a.u.: mid-layer W =   0.08664 hartree, survival masked 3.8049e-03, from -iW 3.8033e-03
dt = 0.200 a.u.: mid-layer W =   0.21661 hartree, survival masked 1.7337e-02, from -iW 1.7340e-02
dt = 0.100 a.u.: mid-layer W =   0.43322 hartree, survival masked 4.1279e-02, from -iW 4.1281e-02
dt = 0.010 a.u.: mid-layer W =   4.33217 hartree, survival masked 2.0190e-01, from -iW 2.0183e-01
dt = 0.001 a.u.: mid-layer W =  43.32170 hartree, survival masked 4.2087e-01, from -iW 4.1982e-01
least survival among these steps at dt = 1.0 a.u.
mask^(dt/0.5), dt = 0.1 a.u.: survival 3.8050e-03
mask^(dt/0.5), dt = 0.01 a.u.: survival 3.8050e-03
wall echo, k = 10 a.u., L = 10 bohr, dt = 0.1 a.u.: R = 0.03253
  path formula 0.03125, with standing wave 0.03250
onset reflection, k = 1 a.u., L = 40 bohr, dt = 0.1 a.u.: R = 5.7964e-08, Born 5.8060e-08
mirror limit, k = 0.01 a.u., L = 10 bohr, dt = 0.001 a.u.: 1-R = 0.01691, formula 0.01709
tests ok
```
